D, Q and G conditions and the variational lower bound, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The density matrices, their positivity and their linear maps

### 1.1 Definitions and conventions

Let there be r orthonormal active spin orbitals, labelled i, j, k, l, with creation operators a†_i and annihilation operators a_i that obey

{a_i, a†_j} = δ_ij,  {a_i, a_j} = 0,  {a†_i, a†_j} = 0.

The active space holds a fixed number N of electrons, with 2 ≤ N ≤ r−2. Section 1.6 shows where the upper limit is needed. Angle brackets denote the expectation value in an N-electron state, which may be a pure state or a statistical mixture. The algebra is in atomic units.

The one-particle and two-particle density matrices are

γ_ik = ⟨a†_i a_k⟩,

D_{ij,kl} = ⟨a†_i a†_j a_l a_k⟩.

The annihilation operators stand in the reverse order of the labels k, l. This makes the diagonal element D_{ij,ij} = ⟨a†_i a†_j a_j a_i⟩ the probability that i and j are both occupied, so it is not negative.

Anticommutation gives D_{ji,kl} = −D_{ij,kl} and D_{ij,lk} = −D_{ij,kl}. The adjoint of a†_i a†_j a_l a_k is a†_k a†_l a_j a_i, hence D_{kl,ij} = (D_{ij,kl})*.

Two storage forms are needed. The four-index array has all values of i, j, k, l. The pair matrix keeps rows i<j and columns k<l, and has dimension r(r−1)/2. Positivity and traces of D refer to the pair matrix, while the index formulas below refer to the array. If the array is reshaped into an r² × r² matrix, each eigenvalue of the pair matrix appears multiplied by two. The reason is that a normalised antisymmetric vector over all (i,j) has components 1/√2 times those of the normalised pair vector, and each row sum then contains every pair twice. The remaining eigenvalues are zeros that belong to symmetric vectors. Testing positivity on the pair matrix avoids these zeros.

### 1.2 Trace and contraction

Let N̂ = Σ_j a†_j a_j. Summing over the second electron gives

Σ_j a†_i a†_j a_j a_k = a†_i N̂ a_k.

Acting on an N-electron state, a_k leaves N−1 electrons, so N̂ can be replaced by N−1:

Σ_j D_{ij,kj} = (N−1) γ_ik.  (1)

Setting k = i and summing over i gives N(N−1), because Σ_i γ_ii = N. This sum counts each pair twice, so the pair matrix has

Tr D = T,  T = N(N−1)/2.  (2)

Equation (1) makes γ a linear function of D. In an optimisation where D is the unknown, (1) serves as the definition of γ. It requires N ≥ 2 and a fixed electron number. In a state that mixes different electron numbers each component carries its own factor, so in general no common factor N−1 can be taken out.

### 1.3 Three positive matrices

For any operator B, ⟨B†B⟩ ≥ 0. In a pure state it is the squared norm of B|Ψ⟩, and in a mixture it is a weighted sum of such norms with non-negative weights. The three conditions follow from the three kinds of product of two elementary operators.

First take B = Σ_{k<l} v_kl a_l a_k with arbitrary complex coefficients. Since (a_j a_i)† = a†_i a†_j,

⟨B†B⟩ = Σ_{i<j} Σ_{k<l} v*_ij D_{ij,kl} v_kl ≥ 0.

This is the D condition, D ⪰ 0, where ⪰ 0 means positive semidefinite. Physically, the number of electron pairs found in any two-electron function cannot be negative.

Next take B = Σ_{k<l} v_kl a†_l a†_k. Since (a†_j a†_i)† = a_i a_j, the same step gives Q ⪰ 0 for the pair matrix

Q_{ij,kl} = ⟨a_i a_j a†_l a†_k⟩.

It says the same about pairs of holes.

Finally take B = Σ_{kl} v_kl a†_l a_k, where k and l run over all values. Since (a†_j a_i)† = a†_i a_j, this gives G ⪰ 0 for the r² × r² matrix

G_{ij,kl} = ⟨a†_i a_j a†_l a_k⟩.

G has no antisymmetry in i and j, because one is the label of an electron and the other the label of a hole. Its positivity says that a state reached by moving one electron cannot have a negative squared norm.

These conditions are necessary for D to come from an N-electron state. Nothing in the argument makes them sufficient, and the example in Part 2 shows a case in which they are not.

### 1.4 The map from D to G

Only the two middle operators in G are out of normal order. Inserting a_j a†_l = δ_jl − a†_l a_j gives

a†_i a_j a†_l a_k = δ_jl a†_i a_k − a†_i a†_l a_j a_k.

By definition D_{il,kj} = ⟨a†_i a†_l a_j a_k⟩: the creation labels are i, l, and the annihilation labels k, j are read from right to left. Therefore

G_{ij,kl} = δ_jl γ_ik − D_{il,kj}.  (3)

With γ taken from (1), G is linear in D and has no constant term.

### 1.5 The map from D to Q

The same exchange on the middle operators of Q gives

a_i a_j a†_l a†_k = δ_jl a_i a†_k − a_i a†_l a_j a†_k.

The first term on the right is

δ_jl a_i a†_k = δ_jl δ_ik − δ_jl a†_k a_i.

In the second term both neighbouring products are reordered:

a_i a†_l a_j a†_k = (δ_il − a†_l a_i)(δ_jk − a†_k a_j)

= δ_il δ_jk − δ_il a†_k a_j − δ_jk a†_l a_i + a†_l a_i a†_k a_j.

The last product still has a_i to the left of a†_k. One more exchange gives

a†_l a_i a†_k a_j = δ_ik a†_l a_j − a†_l a†_k a_i a_j.

Exchanging the two creation operators and also the two annihilation operators produces two minus signs, so a†_l a†_k a_i a_j = a†_k a†_l a_j a_i. The expectation value of this is D_{kl,ij}. The whole product a_i a†_l a_j a†_k enters with a minus sign, which turns −D_{kl,ij} into +D_{kl,ij}. Collecting terms,

Q_{ij,kl} = δ_ik δ_jl − δ_il δ_jk
 − δ_jl γ_ki − δ_ik γ_lj + δ_il γ_kj + δ_jk γ_li
 + D_{kl,ij}.  (4)

Here the row labels of γ come from k, l and the column labels from i, j, and D appears with its two pairs exchanged. For a real D this makes no difference, since γ and D are then symmetric. For a complex state it does, and a test with real states alone would not reveal a missing transpose. The numerical check therefore compares (1), (3) and (4) with explicit operator products in a random complex state.

The map (4) is affine: it has a constant part and a part linear in D. When a matrix of coefficients is built by applying the map to trial directions, the constant part must be subtracted.

A single determinant gives a quick test. Let n_i be 1 for occupied and 0 for empty spin orbitals, so γ_ik = n_i δ_ik and

D_{ij,kl} = n_i n_j (δ_ik δ_jl − δ_il δ_jk).

The pair matrix D is diagonal with elements n_i n_j. Equation (4) gives a diagonal Q with elements 1 − n_i − n_j + n_i n_j = (1−n_i)(1−n_j). Equation (3) gives

G_{ij,kl} = δ_ik δ_jl n_i (1−n_j) + δ_ij δ_kl n_i n_k.

The first part contributes N(r−N) eigenvalues equal to 1, one for each single excitation. The second part acts on the labels with i = j and has the single non-zero eigenvalue Σ_i n_i² = N.

### 1.6 What the conditions imply for a trial D

In an optimisation D is not known to come from a state, so its properties must follow from the maps. Let D be Hermitian and antisymmetric with trace T, and define γ by (1). Then Σ_i γ_ii = 2T/(N−1) = N.

Set l = j in (4) and sum over j. The constant terms give (r−1)δ_ik. The four γ terms give, in order, −rγ_ki, −Nδ_ik, +γ_ki and +γ_ki. By (1) the last term gives (N−1)γ_ki. The coefficient of γ_ki is −r + 2 + N − 1 = −(r−N−1), so

Σ_j Q_{ij,kj} = (r−N−1)(δ_ik − γ_ki).  (5)

Contraction over one label preserves positivity. For any vector u and fixed j, the number Σ_ik u*_i D_{ij,kj} u_k is the quadratic form of the pair matrix in the antisymmetrised product of u with orbital j, and it is not negative if D ⪰ 0. Summing over j and using (1) gives γ ⪰ 0. The same argument applied to Q, with (5), gives 1 − γ ⪰ 0, provided r−N−1 is positive. Hence D and Q together enforce

0 ⪯ γ ⪯ 1,

the Pauli limits on every orbital occupation. At N = r−1 the factor in (5) vanishes and this route to the upper limit is lost, which is the reason for the assumption N ≤ r−2.

Two traces are useful checks of an implementation. From (5), the pair matrix has

Tr Q = (r−N)(r−N−1)/2,

the number of hole pairs. From (3),

Tr G = Σ_ij (γ_ii − D_{ij,ij}) = rN − N(N−1) = N(r−N+1).

### 1.7 Fluctuations and cumulants

The operator B = Σ v_kl a†_l a_k has mean value ⟨B⟩ = Σ v_kl γ_lk. Subtracting this mean before taking the norm gives the fluctuation matrix

F_{ij,kl} = G_{ij,kl} − γ_ij γ_lk.  (6)

It might seem that F ⪰ 0 is a stronger demand than G ⪰ 0. At fixed N the two are equivalent, also for a trial D. To see this, sum (3) over k with l = k. Since D_{ik,kj} = −D_{ik,jk},

Σ_k G_{ij,kk} = γ_ij + (N−1)γ_ij = N γ_ij.  (7)

Let e be the vector with components e_kl = δ_kl. Equation (7) reads (Ge)_ij = Nγ_ij, hence e†Ge = N² and v†Ge = N⟨B⟩*. Put w = v − (⟨B⟩/N)e. Then

w†Gw = v†Gv − 2|⟨B⟩|² + |⟨B⟩|² = v†Fv.

So G ⪰ 0 implies F ⪰ 0. The converse holds because the term subtracted in (6) is itself a positive matrix. A constant added to B thus gives no new condition, and neither does the reversed order a_k a†_l, which differs from −a†_l a_k by a constant.

The matrix F has the null vector e, since (Fe)_ij = Nγ_ij − γ_ij N = 0. This expresses that the electron number does not fluctuate. A solver that needs a strictly positive starting point should therefore use G and not F.

The conditions take a compact form when the correlated part of D is separated. Define the cumulant Δ by

D_{ij,kl} = γ_ik γ_jl − γ_il γ_jk + Δ_{ij,kl}.

For a single determinant Δ = 0. Let η_ik = δ_ik − γ_ik. Insert this definition in (3) and (6). The exchange product +γ_ij γ_lk cancels the subtracted mean, which leaves

F_{ij,kl} = γ_ik η_lj − Δ_{il,kj}.

In (4), the constants, the four γ terms and the two products of γ combine into products of η:

Q_{ij,kl} = η_ki η_lj − η_kj η_li + Δ_{kl,ij}.

One cumulant thus enters all three conditions: with a plus sign for electron pairs and for hole pairs, and with a minus sign and rearranged labels for an electron and a hole. A cumulant that leaves D and Q positive can still make F negative. This is why G can add a restriction that D and Q do not contain.

## Part 2. The lower bound, its certificate and an example

### 2.1 Symbols and results carried over

There are r orthonormal active spin orbitals and N electrons, with 2 ≤ N ≤ r−2. The two-particle density matrix is D_{ij,kl} = ⟨a†_i a†_j a_l a_k⟩, with rows i<j and columns k<l in its pair form, and with trace T = N(N−1)/2. The one-particle matrix γ follows from D by Σ_j D_{ij,kj} = (N−1)γ_ik. The hole-pair matrix Q is an affine function of D, equation (4), and the electron-hole matrix G is a linear one, equation (3). For every N-electron state D, Q and G are positive semidefinite.

All three have the form M_PR = ⟨O†_P O_R⟩, where P and R are composite labels. For R = (k,l) the operator O_R is a_l a_k for D, a†_l a†_k for Q, and a†_l a_k for G. For two matrices of equal size let

X•M = Σ_PR X_PR M_PR.

If X and M are Hermitian and positive semidefinite, then X•M ≥ 0. To show this, write M as a sum of terms m m†. Each contributes Σ m_P X_PR m*_R, which is the quadratic form of X in the vector m*.

### 2.2 The energy as a linear function of D

With a fixed closed core, the active-space Hamiltonian is a constant E_core plus

H = Σ_ik h_ik a†_i a_k + ½ Σ_ijkl ⟨ij|kl⟩ a†_i a†_j a_l a_k.

Here E_core includes the nuclear repulsion, h includes the mean field of the core, and in ⟨ij|kl⟩ electron 1 occupies i and k while electron 2 occupies j and l.

The two-body energy is ½ Σ ⟨ij|kl⟩ D_{ij,kl} over all labels. Each choice of i<j and k<l occurs in four arrangements, with signs from the antisymmetry of D:

½ (⟨ij|kl⟩ − ⟨ij|lk⟩ − ⟨ji|kl⟩ + ⟨ji|lk⟩) D_{ij,kl}.

Renaming the electrons gives ⟨ji|lk⟩ = ⟨ij|kl⟩ and ⟨ji|kl⟩ = ⟨ij|lk⟩. The bracket is therefore twice ⟨ij||kl⟩ = ⟨ij|kl⟩ − ⟨ij|lk⟩, and the factor ½ cancels.

For the one-body energy, equation (1) gives

Σ_ik h_ik γ_ik = (1/(N−1)) Σ_ijkl h_ik δ_jl D_{ij,kl}.

The same four arrangements occur, now without a factor ½. Together,

E = K•D,

K_{ij,kl} = ⟨ij||kl⟩ + (h_ik δ_jl + h_jl δ_ik − h_il δ_jk − h_jk δ_il)/(N−1).  (8)

For a determinant, K•D sums K_{ij,ij} over occupied pairs. Each h_ii then occurs N−1 times, once for each partner, and the division by N−1 restores the sum of h_ii. The reduced Hamiltonian K thus depends on N. Equation (8) fails if H contains three-body operators, because their expectation value is in general not a function of D.

We now have three necessary positivity conditions, on D, Q and G, and the active-space energy written as a linear function of D. What remains is to turn these into a lower bound on the CI energy, to certify that bound numerically, and to test it on the π space of carbon monoxide.
